# Field-driven hopping of an oxygen vacancy: sinh law and Nernst-Einstein mobility, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: hops between thermalized wells

An oxygen vacancy of charge \(q\) that moves along a row of equivalent sites with spacing \(a\), in a uniform electric field \(E\) along the row, has the mean velocity

\[ v = 2 a k_0 \, R(F) \, \sinh\!\left( \frac{F a}{2\theta} \right) , \qquad F = qE , \qquad R(0) = 1 . \]

Here \(\theta = k_B T\) is the thermal energy, \(k_0\) is the rate of hops in each direction at zero field, and \(R\) is an even function of \(F\) when the path has mirror symmetry. If the barrier \(U\) between sites is high, \(U \gg \theta\), and the field satisfies \((Fa)^2 \ll 2\pi^2 U \theta\), then \(R\) is close to one, provided that the damping is strong enough for a vacancy that crosses a saddle to be captured in the next well, and the hyperbolic sine law remains:

\[ v \approx 2 a k_0 \sinh\!\left( \frac{qEa}{2\theta} \right) . \]

At low field the velocity is proportional to the field, and its slope is fixed by the diffusion coefficient \(D\):

\[ v = \mu E , \qquad \mu = \frac{qD}{\theta} , \qquad D = a^2 k_0 . \]

The last line is the Nernst-Einstein relation. It needs only the value \(R(0)=1\), so it does not depend on how well the sinh law holds at higher field.

### The model

The algebra uses atomic units, in which the elementary charge is one. A doubly positive vacancy has \(q = 2\). When the vacancy moves by \(+a\), an oxygen ion of charge \(-2\) moves by \(-a\), and the field does the work \((-2)E(-a) = 2Ea = qEa\). Treating the vacancy as a positive particle pushed by the force \(F = qE\) therefore gives the right sign and the right work.

The potential energy along the row is

\[ V(x) = V_0(x) - Fx , \qquad V_0(x) = -\frac{U}{2} \cos\frac{2\pi x}{a} . \]

Without the field the wells lie at \(x = na\) and the saddles at \(x = (n+\tfrac12)a\), and the energy difference between them is \(U\). The field \(E\) is the uniform field that does the work \(qEa\) when the vacancy advances by one period. The vacancies are dilute enough to ignore one another. A dopant next to the row would make the sites inequivalent, and the periodic model would then no longer apply. The potential \(V_0\) and the charge are taken as rigid, and all jumps lie along the field. In a real oxide the field also polarizes the lattice, differently at the well and at the saddle, and jumps occur in other directions, so the size and sign of \(R - 1\) found below belong to this model.

This first derivation adds three assumptions. The vacancy moves classically with a constant effective mass \(M\). It comes to thermal equilibrium in each well before it leaves. A vacancy that crosses a saddle settles in the next well and does not turn back at once.

### From hop rates to velocity and diffusion

Let \(w_n(t)\) be the probability of finding the vacancy in well \(n\), and let \(k_+\) and \(k_-\) be the rates of hops to the right and to the left. Well \(n\) gains probability from its two neighbours and loses it in both directions:

\[ \frac{dw_n}{dt} = k_+ w_{n-1} + k_- w_{n+1} - (k_+ + k_-) w_n . \]

Multiply by \(n\) and sum over all \(n\). Shifting the summation index gives \(\sum_n n\, w_{n-1} = \langle n \rangle + 1\) and \(\sum_n n\, w_{n+1} = \langle n \rangle - 1\), so that

\[ \frac{d\langle n \rangle}{dt} = k_+ (\langle n \rangle + 1) + k_- (\langle n \rangle - 1) - (k_+ + k_-) \langle n \rangle = k_+ - k_- . \]

Since \(x = na\), the mean velocity is

\[ v = a (k_+ - k_-) . \]

For the second moment the same shift produces \(\langle (n+1)^2 \rangle\) and \(\langle (n-1)^2 \rangle\). The terms in \(\langle n^2 \rangle\) cancel, which leaves

\[ \frac{d\langle n^2 \rangle}{dt} = 2 (k_+ - k_-) \langle n \rangle + k_+ + k_- . \]

The first term on the right is the time derivative of \(\langle n \rangle^2\). The variance of \(n\) therefore grows at the rate \(k_+ + k_-\). The diffusion coefficient is half the growth rate of the variance of \(x\). At zero field both rates equal \(k_0\), and

\[ D = \frac{a^2}{2} (k_0 + k_0) = a^2 k_0 . \]

### The rates as thermal fluxes

Consider one well of the tilted potential, bounded by a saddle at \(x_-\) on the left and one at \(x_+ = x_- + a\) on the right. In thermal equilibrium inside this well, the probability density of position \(x\) and momentum \(p\) is

\[ \rho(x,p) = \frac{ e^{-p^2/2M\theta} }{ \sqrt{2\pi M\theta} } \, \frac{ e^{-V(x)/\theta} }{ Z } , \qquad Z = \int_{x_-}^{x_+} e^{-V(x)/\theta} \, dx . \]

The rate of escape to the right is the flux through \(x_+\) carried by positive momenta. The momentum integral is \(\int_0^\infty (p/M)\, e^{-p^2/2M\theta}\, dp = \theta\), and division by \(\sqrt{2\pi M\theta}\) turns this into \(\sqrt{\theta/2\pi M}\). The flux to the left through \(x_-\) has the same momentum factor. Hence

\[ k_\pm = \sqrt{ \frac{\theta}{2\pi M} } \; \frac{ e^{-V(x_\pm)/\theta} }{ Z } . \]

Both rates contain the same \(Z\), because both describe escape from the same well. They differ through the energies of the two saddles. As \(V_0\) is periodic,

\[ V(x_-) = V_0(x_+ - a) - F(x_+ - a) = V(x_+) + Fa . \]

The left saddle is higher by the work that the field does over one period, and therefore

\[ \frac{k_+}{k_-} = e^{Fa/\theta} . \]

No expansion of the potential has been used here. Now define the geometric mean \(\Gamma(F) = \sqrt{k_+ k_-}\). Together with the ratio it gives \(k_\pm = \Gamma\, e^{\pm Fa/2\theta}\), and the velocity becomes

\[ v = a \Gamma \left( e^{Fa/2\theta} - e^{-Fa/2\theta} \right) = 2 a \, \Gamma(F) \sinh\!\left( \frac{Fa}{2\theta} \right) . \]

At \(F = 0\) the two rates are equal, so \(\Gamma(0) = k_0\). With \(R(F) = \Gamma(F)/k_0\) this is the result stated at the beginning.

That \(R\) is even follows from mirror symmetry. Since \(V_0(-x) = V_0(x)\), the potential with force \(-F\) at the point \(x\) equals the potential with force \(F\) at the point \(-x\). Reversing the field therefore exchanges the roles of the two saddles and leaves \(Z\) unchanged, so \(k_+(-F) = k_-(F)\) and \(k_-(-F) = k_+(F)\). The product of the rates does not change, and \(\Gamma(-F) = \Gamma(F)\).

### Low field

For \(Fa \ll 2\theta\) the hyperbolic sine may be replaced by its argument, and \(R\) differs from one by a term of second order in \(F\). To first order

\[ v = 2 a k_0 \, \frac{Fa}{2\theta} = \frac{a^2 k_0}{\theta} \, qE = \frac{qD}{\theta} \, E , \]

which is the Nernst-Einstein mobility. The factor 2 from the difference of two exponentials cancels the 2 in \(Fa/2\theta\). If the path had no mirror symmetry, \(R\) could contain a term linear in \(F\). The velocity would change only at second order, since the hyperbolic sine already supplies one power of \(F\), so the low-field mobility would keep the same form.

### The zero-field rate

Near the bottom of the well at \(x = 0\) the cosine gives

\[ V_0 = -\frac{U}{2} + \frac{K x^2}{2} - \frac{\pi^4 U}{3a^4} x^4 + \dots , \qquad K = \frac{2\pi^2 U}{a^2} . \]

For \(U \gg \theta\) the quadratic part dominates the integral, and \(Z \approx e^{U/2\theta} \sqrt{2\pi\theta/K}\). The saddle energy is \(+U/2\). Inserting both into the rate gives

\[ k_0 \approx \sqrt{\frac{\theta}{2\pi M}} \sqrt{\frac{K}{2\pi\theta}} \; e^{-U/\theta} = \nu_0 \, e^{-U/\theta} , \qquad \nu_0 = \frac{1}{2\pi} \sqrt{\frac{K}{M}} = \frac{1}{a} \sqrt{\frac{U}{2M}} . \]

The attempt frequency \(\nu_0\) is the frequency of small vibrations in the well. The quartic term widens the well. To first order it multiplies \(Z\) by \(1 + (\pi^4 U/3a^4\theta) \langle x^4 \rangle\), and the Gaussian average is \(\langle x^4 \rangle = 3(\theta/K)^2 = 3\theta^2 a^4/4\pi^4 U^2\). The product is

\[ \frac{\pi^4 U}{3 a^4 \theta} \cdot \frac{3\theta^2 a^4}{4\pi^4 U^2} = \frac{\theta}{4U} . \]

A larger \(Z\) means a smaller rate, so the harmonic estimate is too high by the fraction \(\theta/4U\), to leading order in \(\theta/U\).

### How the field changes the barriers

The extrema of the tilted potential satisfy \(V'(x) = (\pi U/a) \sin(2\pi x/a) - F = 0\), or

\[ \sin\frac{2\pi x}{a} = f , \qquad f = \frac{Fa}{\pi U} . \]

Wells exist for \(|f| < 1\). The bottom lies at \(x_w = (a/2\pi) \arcsin f\) and the right saddle at \(x_+ = a/2 - x_w\). The cosine equals \(+\sqrt{1-f^2}\) at the bottom and \(-\sqrt{1-f^2}\) at the saddle. The barrier to the right is

\[ B_+ = V(x_+) - V(x_w) = U\sqrt{1-f^2} - F\left( \frac{a}{2} - 2x_w \right) . \]

Because \(Fa = \pi U f\), the last piece is \(2Fx_w = (Fa/\pi) \arcsin f = U f \arcsin f\). The left saddle is higher than the right one by \(Fa\), so

\[ B_\pm = U + S(F) \mp \frac{Fa}{2} , \qquad S = U \left[ \sqrt{1-f^2} + f \arcsin f - 1 \right] . \]

A rigid linear tilt would give the terms \(U \mp Fa/2\) alone. The even shift \(S\) arises because the extrema move. For small \(f\) the square root is \(1 - f^2/2\) and \(f \arcsin f\) is \(f^2\), so

\[ S \approx \frac{U f^2}{2} = \frac{(Fa)^2}{2\pi^2 U} = \frac{F^2}{K} . \]

Half of this comes from the bottom, which slides along the force by \(F/K\) and drops by \(F^2/2K\). The other half comes from the saddle, which moves against the force by \(F/K\) and rises by \(F^2/2K\).

The curvature at the bottom becomes \(K\sqrt{1-f^2}\). The harmonic rate contains its square root, so \(k_\pm \approx \nu_0 (1-f^2)^{1/4} e^{-B_\pm/\theta}\). The terms \(\mp Fa/2\) cancel in the product \(k_+ k_-\), and

\[ R(F) \approx (1-f^2)^{1/4} \, e^{-S(F)/\theta} . \]

This holds while the lower barrier \(B_+\) remains well above \(\theta\). The prefactor lowers \(R\) by about \(f^2/4\) and the exponent by about \(Uf^2/2\theta\). The exponent dominates for \(U \gg \theta\), and the condition \(S \ll \theta\) is the condition \((Fa)^2 \ll 2\pi^2 U\theta\) given for the sinh law.

## Second derivation: continuous motion with friction

The first half considered a vacancy of charge \(q\) in the potential \(V(x) = V_0(x) - Fx\), with \(V_0 = -(U/2)\cos(2\pi x/a)\), \(F = qE\) and \(\theta = k_B T\). It gave \(v = 2ak_0 R(F) \sinh(Fa/2\theta)\) and \(D = a^2 k_0\). For high barriers \(k_0 \approx \nu_0 e^{-U/\theta}\) and \(R \approx (1-f^2)^{1/4} e^{-S/\theta}\), where \(f = Fa/\pi U\), \(S = U[\sqrt{1-f^2} + f \arcsin f - 1]\), and \(\nu_0 = \sqrt{K/M}/2\pi\) contains the well curvature \(K = 2\pi^2 U/a^2\) and the mass \(M\).

The same law follows without hops, wells or a mass. Suppose that the lattice damps the motion so strongly that the velocity follows the force at every instant, with a constant friction coefficient \(\gamma\), the force per unit velocity. The probability current then has a drift part and a diffusive part:

\[ J = -\frac{V'}{\gamma} P - D_f \frac{dP}{dx} , \qquad D_f = \frac{\theta}{\gamma} . \]

The value of \(D_f\) is fixed by equilibrium: the current must vanish when \(P\) is proportional to \(e^{-V/\theta}\), for which \(dP/dx = -V'P/\theta\). This \(D_f\) describes motion on a flat potential. It is not the coefficient \(D\) seen over many periods.

For thermalized hops, the first derivation has given the velocity, the Nernst-Einstein relation and high-barrier estimates of \(k_0\) and \(R\), and the current for strongly damped motion has been set up. It remains to derive the velocity and diffusion coefficient from that current, compare the assumptions of the two derivations, and work through a numerical example.
